# How interface dipoles shift a Schottky barrier inside and outside the states, part 1

(Sections cited here and not found follow in the second part.)

## Two places for one potential step

A metal contact on n-type silicon, with the model parameters given below, has a barrier of 0.731 eV for electrons. A thin layer of fixed dipoles is added that lowers the electron energy on its semiconductor side by 0.20 eV. If the layer lies between the metal and the interface states, the barrier falls by 0.031 eV. If it lies just beyond those states, the barrier falls by 0.199 eV. The two positions are a fraction of a nanometre apart, and the potential step is the same.

The difference comes from which charges can respond to the step. Interface states exchange electrons with the metal when their energy moves relative to the Fermi level. An inner step moves them, and their new charge opposes it. An outer step leaves them where they are and moves the semiconductor bands alone. To turn this into a formula, the charges and the signs must be followed through the contact.

## The model and its conventions

The coordinate $x$ runs from the metal surface at $x=0$ into the semiconductor. A plane of interface states lies at $x=\delta$. The gap between metal and plane has relative permittivity $\varepsilon_i$, and the semiconductor beyond the plane has $\varepsilon_s$. All charges are averaged over the plane of the contact, so the electrostatics is one-dimensional.

Energies are electron energies measured from the common Fermi level, and $e>0$ is the elementary charge. The function $E(x)$ is the conduction-band edge. In the gap, where there is no such band, $E(x)$ means the local vacuum level minus the electron affinity $\chi$. It is then continuous across the plane when no dipole is present, and it follows the electrostatic potential $V$ through $dE=-e\,dV$.

The metal work function is $\Phi_M$. At the metal surface the vacuum level lies $\Phi_M$ above the Fermi level, so $E(0)=W$ with

$$W=\Phi_M-\chi .$$

This is the barrier that would result without any charge or dipole at the interface.

The interface states have a constant density $D$ per area and energy. They are neutral as a whole when filled up to their neutrality level, which lies $\varphi_N$ below the conduction edge at their own plane. The words "at their own plane" are an assumption: the states move rigidly with the potential at $x=\delta$. They are in equilibrium with the metal.

A fixed dipole layer has a moment that does not respond to the other charges. Its potential step $\Delta$ is counted as positive if it raises the electron energy on the semiconductor side. The step is $\Delta_{\rm in}$ for a layer inside the gap and $\Delta_{\rm out}$ for a layer between the states and the semiconductor. The barrier $\Phi_B$ is the conduction edge just beyond the outer layer, before image-force lowering.

## What a dipole layer does to the potential

Take two parallel sheets with charges $+\sigma$ and $-\sigma$ per area, a distance $a$ apart, in a medium of relative permittivity $\varepsilon$. The positive sheet is on the metal side. Poisson's equation is $\varepsilon\varepsilon_0V''=-\rho$, and with $E=-eV+\text{const}$ it becomes

$$\varepsilon\varepsilon_0E''=e\rho .$$

The slope $E'$ therefore rises by $e\sigma/(\varepsilon\varepsilon_0)$ at the positive sheet and falls by the same amount at the negative one. Outside the pair the slope is unchanged. Across the pair the energy gains

$$\Delta=\frac{e\sigma a}{\varepsilon\varepsilon_0}.$$

The sign is as expected, since an electron is attracted to the positive sheet and must be lifted away from it. Because the pair is neutral and adds no field outside itself, its step simply adds to the potential drop made by all other charges. This is the one property of the dipole that the derivation uses.

## The potential at the plane of the states

Let $Q_M$, $Q_{\rm is}$ and $Q_{\rm sc}$ be the charges per area on the metal, in the interface states and in the semiconductor. The contact as a whole is neutral:

$$Q_M=-(Q_{\rm is}+Q_{\rm sc}).$$

There is no field inside the metal. Gauss's law then gives the field in the gap, apart from the dipole's own, as $F=Q_M/(\varepsilon_i\varepsilon_0)$, counted positive towards the semiconductor. The potential changes by $-F\delta$ between metal and plane, and the electron energy changes by

$$(-e)(-F\delta)=\frac{e\delta}{\varepsilon_i\varepsilon_0}Q_M=-k\,(Q_{\rm is}+Q_{\rm sc}),\qquad k=\frac{e\delta}{\varepsilon_i\varepsilon_0}.$$

Positive charge at or beyond the plane lowers the electron energy there, as it must. Adding the starting value $W$ and the inner step gives the edge $E_\delta$ at the plane, on the metal side of any outer dipole:

$$E_\delta=W+\Delta_{\rm in}-k\,(Q_{\rm is}+Q_{\rm sc}).$$

## The charge in the states

The neutrality level lies at $E_\delta-\varphi_N$ relative to the Fermi level. If this is positive, the states between the Fermi level and the neutrality level are empty although neutrality would require them to be filled. Their number per area is $D(E_\delta-\varphi_N)$, and each missing electron leaves a charge $+e$:

$$Q_{\rm is}=eD\,(E_\delta-\varphi_N).$$

If the neutrality level lies below the Fermi level, the same expression gives the negative charge of the extra electrons. Temperature does not alter it as long as $D$ is constant over many $k_BT$ around the Fermi level. The Fermi function differs from a sharp step by a function that is odd about the Fermi level, and this difference integrates to zero.

Inserting the charge into the equation for $E_\delta$ gives

$$E_\delta=W+\Delta_{\rm in}-keD\,E_\delta+keD\,\varphi_N-kQ_{\rm sc}.$$

The terms with $E_\delta$ are collected on the left:

$$(1+keD)\,E_\delta=W+\Delta_{\rm in}+keD\,\varphi_N-kQ_{\rm sc}.$$

Define the pinning factor

$$S=\frac{1}{1+keD}=\frac{1}{1+e^2D\delta/(\varepsilon_i\varepsilon_0)} .$$

Then $keD\,S=1-S$, and multiplication by $S$ gives

$$E_\delta=S(W+\Delta_{\rm in})+(1-S)\varphi_N-SkQ_{\rm sc}.$$

The outer dipole has not entered. It lies beyond the plane, is neutral, and adds no field in the gap. It appears when the barrier is read on its far side, $\Phi_B=E_\delta+\Delta_{\rm out}$:

$$\boxed{\;\Phi_B=S(W+\Delta_{\rm in})+(1-S)\varphi_N+\Delta_{\rm out}-SkQ_{\rm sc}\;}$$

With the semiconductor charge neglected, an inner step shifts the barrier by $S\Delta_{\rm in}$ and an outer step by $\Delta_{\rm out}$. The small drop of the depletion field across the outer layer has been left out.

## How the states cancel the inner step

The factor $S$ can be followed as a feedback. After an inner step the states have moved by $S\Delta_{\rm in}$, so their charge has changed by $eDS\Delta_{\rm in}$. This charge and its image in the metal form a second dipole across the gap, with the step

$$-k\,eD\,S\Delta_{\rm in}=-(1-S)\Delta_{\rm in}.$$

The sum of imposed and induced steps is $S\Delta_{\rm in}$, which agrees with the assumed motion of the states.

Two limits fix the picture. Without states, $D\to0$ and $S\to1$, and the two positions are equivalent. With very many states, $S\to0$ and an inner dipole has no effect, while the barrier tends to $\varphi_N+\Delta_{\rm out}$. Strong pinning thus holds the neutrality level at the Fermi level. It does not hold the semiconductor bands if a dipole separates them from the states.

The outer term can also be divided as $\Delta_{\rm out}=S\Delta_{\rm out}+(1-S)\Delta_{\rm out}$, which gives

$$\Phi_B=S(W+\Delta_{\rm in}+\Delta_{\rm out})+(1-S)(\varphi_N+\Delta_{\rm out})-SkQ_{\rm sc}.$$

An inner dipole is equivalent to a change of the metal work function. An outer dipole changes both the apparent work function and the apparent neutrality level. In a plot of barrier against work function, at fixed $S$ and negligible $Q_{\rm sc}$, either dipole produces a parallel line. Such a plot cannot distinguish an inner step $\Delta$ from an outer step $S\Delta$.

## The numbers of the example

The gap is 0.3 nm wide with $\varepsilon_i=2.0$, and the silicon has $\varepsilon_s=11.7$. The state density is $2.0\times10^{14}$ cm$^{-2}$ eV$^{-1}$, which is 2.0 nm$^{-2}$ eV$^{-1}$. With $e^2/\varepsilon_0=18.1$ eV nm,

$$\frac{e^2D\delta}{\varepsilon_i\varepsilon_0}=\frac{18.1\times2.0\times0.3}{2.0}=5.43,\qquad S=\frac{1}{6.43}=0.156 .$$

The work function is 4.70 eV and the affinity 4.05 eV, so $W=0.65$ eV. With $\varphi_N=0.75$ eV the barrier without dipole and without space charge is

$$0.1556\times0.65+0.8444\times0.75=0.734\ \text{eV}.$$

For a step of $-0.20$ eV the formula gives a shift of $-0.031$ eV inside and $-0.200$ eV outside.

These values were tested against a numerical solution of Poisson's equation through the gap, the plane of states and a depletion layer with $10^{17}$ donors per cm$^3$ at 300 K. Each dipole was a pair of charged sheets 0.02 nm apart, and no pinning factor was put in. The solution gave a barrier of 0.7306 eV and shifts of $-0.0310$ eV and $-0.1992$ eV. Lowering the metal work function by 0.20 eV, with no dipole, gave $-0.0310$ eV as well.

The inner dipole lowers the states by 0.031 eV, so they take up $2.0\times10^{14}\times0.031=6.2\times10^{12}$ electrons per cm$^2$. Their induced step is $+0.169$ eV, which cancels most of the imposed $-0.200$ eV.

## Equal steps are not equal dipoles

The comparison so far holds the potential step fixed. For $n$ dipoles per area, each made of charges $\pm e$ a distance $a$ apart, $\sigma=en$ and

$$n=\frac{\varepsilon\varepsilon_0|\Delta|}{e^2a}.$$

With $a=0.20$ nm, the step of 0.20 eV needs $1.1\times10^{13}$ dipoles per cm$^2$ in the gap and $6.5\times10^{13}$ per cm$^2$ in the silicon, where screening is stronger.

If the moment per area is held fixed instead, the steps are inversely proportional to the permittivities, and the ratio of inner to outer barrier shift is

$$\frac{S/\varepsilon_i}{1/\varepsilon_s}=S\,\frac{\varepsilon_s}{\varepsilon_i}=0.1556\times\frac{11.7}{2.0}=0.91 .$$

Here the same dipoles would act almost equally in both places. The near equality belongs to these parameters. It also relies on bulk permittivities over atomic distances, which is a rough description. The law with weights $S$ and 1 is a statement about potential steps.

## When the states follow the outer step

The full action of an outer dipole depends on the states not following it. Suppose that their energies follow a fraction $p$ of the step, while their charge still sits at $x=\delta$. Then

$$Q_{\rm is}=eD\,(E_\delta+p\Delta_{\rm out}-\varphi_N).$$

This is the earlier expression with $\varphi_N$ replaced by $\varphi_N-p\Delta_{\rm out}$. The same replacement in $E_\delta$, followed by $\Phi_B=E_\delta+\Delta_{\rm out}$, gives the outer contribution

$$-(1-S)p\,\Delta_{\rm out}+\Delta_{\rm out}=\bigl[1-p(1-S)\bigr]\Delta_{\rm out}.$$

For $p=0$ the weight is 1. For $p=1$, when the states are locked to the bands beyond the dipole, it is $S$. In the example $p=\tfrac12$ gives 0.578, and the numerical solution gave 0.576 for small steps, the rest being a space-charge correction. The geometric position of a dipole is therefore not sufficient information. What matters is whether it moves the states relative to the Fermi level.

# Second half: corrections, extended states and a real contact

## Symbols and results carried over

A metal at $x=0$ faces a plane of interface states at $x=\delta$. The semiconductor lies beyond it. $W$ is work function minus affinity, $D$ the state density, and $\varphi_N$ the depth of the neutrality level below the conduction edge at the plane. The relative permittivities are $\varepsilon_i$ in the gap and $\varepsilon_s$ in the semiconductor. With $k=e\delta/(\varepsilon_i\varepsilon_0)$ and $S=1/(1+keD)$, the barrier is

$$\Phi_B=S(W+\Delta_{\rm in})+(1-S)\varphi_N+\Delta_{\rm out}-SkQ_{\rm sc}.$$

The steps $\Delta_{\rm in}$ and $\Delta_{\rm out}$ lie on the metal side and on the semiconductor side of the states. In the example $\delta=0.3$ nm, $S=0.156$, the barrier is 0.731 eV, and a step of $-0.20$ eV shifts it by $-0.031$ eV or $-0.199$ eV.

## The response of the depletion charge

The depletion charge depends on the barrier, so a dipole changes it. Let $N$ be the density of ionised donors, $E_b$ the conduction edge in the bulk and $v=(E-E_b)/k_BT$. For non-degenerate electrons and negligible holes,

$$E''=\frac{e^2N}{\varepsilon_s\varepsilon_0}\,(1-e^{-v}).$$

Multiply by $E'$ and integrate from the bulk, where $E'=0$ and $v=0$:

$$\tfrac12E'^2=\frac{e^2Nk_BT}{\varepsilon_s\varepsilon_0}\,(v+e^{-v}-1).$$

Gauss's law gives $Q_{\rm sc}=\varepsilon_s\varepsilon_0|E'|/e$ at the interface, so

$$Q_{\rm sc}^2=2\varepsilon_s\varepsilon_0Nk_BT\,(v+e^{-v}-1),\qquad \frac{dQ_{\rm sc}}{d\Phi_B}=\frac{\varepsilon_s\varepsilon_0N(1-e^{-v})}{Q_{\rm sc}} .$$

Define $r=k\,dQ_{\rm sc}/d\Phi_B$. A small change of the barrier formula reads

$$d\Phi_B=S(dW+d\Delta_{\rm in})+d\Delta_{\rm out}-Sr\,d\Phi_B ,$$

and solving for $d\Phi_B$ gives

$$d\Phi_B=\frac{S(dW+d\Delta_{\rm in})+d\Delta_{\rm out}}{1+Sr}.$$

Both responses are reduced by the same factor, and their ratio remains $S$. The measured slope of barrier against work function is $S_{\rm eff}=S/(1+Sr)$, which is also the response to an inner dipole. The outer response is

$$\frac{1}{1+Sr}=1-\frac{Sr}{1+Sr}=1-rS_{\rm eff}.$$

In the example $r=0.0206$. The formulas give 0.155 for the inner and 0.997 for the outer response, and the numerical solution of Poisson's equation gave 0.1550 and 0.9966. So "fully" means within 0.4 % here.

With $e^{-v}\approx0$ and $Q_{\rm sc}=eNw$, the ratio becomes $r=\varepsilon_s\delta/(\varepsilon_iw)$, where $w$ is the depletion width. It is small because the gap is thin compared with the depletion layer, and it grows roughly as $\sqrt N$.

A dipole step on the metal side of the interface states shifts the barrier by only about $S$ times its size, while one beyond them acts almost fully, provided the states do not follow it. Still to be treated are state densities that vary with energy, states with tails into the semiconductor, separate dipoles, the effect on the current, and the comparison with real silicon contacts.

Numerical values quoted here were computed with a short program.
